# Spin tune of a flat ring and beam energy from resonance: verification in Python

```python
"""
Result under test: in a flat ring the spin tune is nu = a*gamma, integer tunes
are m c^2/a apart in energy, and a drive resonance yields the beam energy.
a = electron anomaly (g-2)/2, gamma = energy/(m c^2), chi = solenoid spin angle,
q = drive frequency / revolution frequency, folded to the range 0 to 1/2.
Covariant spin motion is computed with c = charge/mass = 1; z is vertical.
Orbit-frame spin is stored as (along velocity) + i*(sideways), and vertical.
"""
import numpy as np
from scipy.constants import physical_constants, c as light_speed
from scipy.integrate import solve_ivp, quad
from scipy.linalg import expm
from scipy.optimize import brentq
from scipy.spatial.transform import Rotation

anomaly, _, anomaly_error = physical_constants['electron mag. mom. anomaly']
rest_energy, _, rest_error = physical_constants[
    'electron mass energy equivalent in MeV']
spacing = rest_energy / anomaly


def zero(tau):
    return 0.0


def one(tau):
    return 1.0


def field_action(v, e, b):
    """Field tensor acting on a four-vector v."""
    return np.array([
        v[1]*e[0] + v[2]*e[1] + v[3]*e[2],
        v[0]*e[0] + v[2]*b[2] - v[3]*b[1],
        v[0]*e[1] + v[3]*b[0] - v[1]*b[2],
        v[0]*e[2] + v[1]*b[1] - v[2]*b[0]])


def transport(a, gamma, bend=one, cavity=zero, solenoid=zero,
              duration=2*np.pi, spin=(1.0, 0.0, 0.0)):
    """Integrate the covariant equations at moderate gamma."""
    momentum = np.sqrt(gamma**2 - 1)
    velocity4 = np.array([gamma, momentum, 0.0, 0.0])
    spin = np.array(spin)
    time_part = spin[0]*momentum
    space_part = spin + velocity4[1:]*time_part/(gamma + 1)
    start = np.concatenate([velocity4, [time_part], space_part])

    def rhs(tau, y):
        u, s = y[:4], y[4:]
        direction = u[1:]/np.sqrt(u[1]**2 + u[2]**2 + u[3]**2)
        e = cavity(tau)*direction
        b = solenoid(tau)*direction
        b[2] += bend(tau)
        fu, fs = field_action(u, e, b), field_action(s, e, b)
        contraction = s[0]*fu[0] - s[1]*fu[1] - s[2]*fu[2] - s[3]*fu[3]
        return np.concatenate([fu, (1 + a)*fs + a*u*contraction])

    result = solve_ivp(rhs, (0, duration), start, method='DOP853',
                       rtol=1e-11, atol=1e-11)
    assert result.success
    u, s = result.y[:4, -1], result.y[4:, -1]
    rest_spin = s[1:] - u[1:]*s[0]/(u[0] + 1)
    direction = u[1:]/np.linalg.norm(u[1:])
    sideways = np.array([-direction[1], direction[0], 0.0])
    return complex(rest_spin @ direction, rest_spin @ sideways), rest_spin[2]


def uniform_turn(a, gamma):
    """One turn in uniform field, for a spin that starts along the velocity.

    In axes turning with the orbit the four-velocity is constant and the
    covariant equation has a constant matrix. Time and forward components
    are divided by gamma, which keeps the matrix well scaled.
    """
    momentum = np.sqrt(gamma**2 - 1)
    u = np.array([gamma, momentum, 0.0, 0.0])
    no_field, vertical_field = np.zeros(3), np.array([0.0, 0.0, 1.0])
    tensor = np.array([field_action(unit, no_field, vertical_field)
                       for unit in np.eye(4)]).T
    metric = np.array([1.0, -1.0, -1.0, -1.0])
    generator = (1 + a)*tensor + a*np.outer(u, metric*(tensor @ u)) - tensor
    scale = np.array([gamma, gamma, 1.0, 1.0])
    generator = generator*scale[None, :]/scale[:, None]
    start = np.array([momentum/gamma, 1.0, 0.0, 0.0])
    final = expm(2*np.pi*generator) @ start
    forward = gamma*(final[1] - final[0]*momentum/(gamma + 1))
    return complex(forward, final[2])


# Spin tune from covariant motion, with an uneven vertical field.
def uneven(tau):
    return 1 + 0.5*np.cos(3*tau)


for a_test, gamma_test in [(0.0, 20.0), (0.3, 2.5), (0.03, 20.0)]:
    horizontal, vertical = transport(a_test, gamma_test, bend=uneven)
    assert abs(horizontal - np.exp(-2j*np.pi*a_test*gamma_test)) < 1e-5
    assert abs(vertical) < 1e-8

# The turning-axes calculation must agree with direct integration.
assert abs(uniform_turn(0.3, 2.5) - transport(0.3, 2.5)[0]) < 1e-7
assert abs(uniform_turn(anomaly, 2000.0)
           - np.exp(-2j*np.pi*anomaly*2000.0)) < 1e-8

# Varying energy: the tune must use gamma averaged over bending angle.
start_gamma = 2.5
rapidity = np.arccosh(start_gamma)


def bend_wave(tau):
    return 1 + 0.5*np.cos(tau)


def cavity_wave(tau):
    return 0.2*np.sin(tau)


def gamma_bend(tau):
    return np.cosh(rapidity + 0.2*(1 - np.cos(tau)))*bend_wave(tau)


mean_gamma = quad(gamma_bend, 0, 2*np.pi)[0]/(2*np.pi)
horizontal, _ = transport(0.3, start_gamma, bend=bend_wave,
                          cavity=cavity_wave)
assert abs(horizontal - np.exp(-2j*np.pi*0.3*mean_gamma)) < 1e-7
assert abs(horizontal - np.exp(-2j*np.pi*0.3*start_gamma)) > 0.1

# Solenoid angle from (1+a)*field*length/momentum.
p_test = np.sqrt(2.5**2 - 1)
length_test = 1.7
horizontal, vertical = transport(
    0.3, 2.5, bend=zero, solenoid=lambda tau: 0.4,
    duration=length_test/p_test, spin=(0.0, 0.0, 1.0))
angle_test = 1.3*0.4*length_test/p_test
assert abs(np.arctan2(horizontal.imag, vertical) - angle_test) < 1e-8


# Find energies at which the spin returns to the velocity after one turn.
def arc_spin(energy):
    return uniform_turn(anomaly, energy/rest_energy)


energies = np.arange(300.0, 1451.0, 50.0)
arc_values = [arc_spin(energy) for energy in energies]
integer_energies = []
for i in range(len(energies) - 1):
    left, right = arc_values[i], arc_values[i + 1]
    if left.imag*right.imag < 0 and left.real + right.real > 0:
        integer_energies.append(brentq(
            lambda energy: arc_spin(energy).imag,
            energies[i], energies[i + 1], xtol=1e-8))
assert len(integer_energies) == 3
assert np.max(np.abs(np.diff(integer_energies) - spacing)) < 1e-5
assert abs(integer_energies[0] - spacing) < 1e-5


def mean_vertical(arc_phase, drive, kick, turns):
    """Turn-by-turn mean of an initially vertical spin."""
    arc_phase, drive = np.broadcast_arrays(arc_phase, drive)
    arc = np.exp(1j*arc_phase)
    drive_phase = 2*np.pi*drive
    flat = np.zeros(arc.shape, complex)
    vertical = np.ones(arc.shape)
    total = np.zeros(arc.shape)
    for turn in range(turns):
        flat = flat*arc
        angle = kick*np.cos(drive_phase*turn)
        cosine, sine = np.cos(angle), np.sin(angle)
        side = flat.imag
        new_side = cosine*side - sine*vertical
        vertical = sine*side + cosine*vertical
        flat.imag = new_side
        total += vertical
    return total/turns


# Static solenoid: compare tracking with the stable spin axis.
static_chi = 0.02
half_offset = np.arcsin(np.tan(static_chi/2))/np.pi
offsets = np.array([0.0, half_offset, 0.01, 0.05, 0.3])
static_tracking = mean_vertical(2*np.pi*(3 + offsets), 0.0,
                                static_chi, 40000)
numerator = (np.sin(np.pi*offsets)*np.cos(static_chi/2))**2
static_formula = numerator/(numerator + np.sin(static_chi/2)**2)
assert np.max(np.abs(static_tracking - static_formula)) < 5e-3

# Resonance scan of a beam whose energy is hidden from the analysis.
circumference = 240.0
nominal, prior = 2500.0, 20.0
beam_energy, energy_step = 2503.7, 5.0
chi = 0.002
rabi_turns = int(round(4*np.pi/chi))


def fold(tune):
    return abs(tune - np.round(tune))


scan_edges = sorted([fold((nominal - prior)/spacing),
                     fold((nominal + prior)/spacing)])


def scan(energy):
    phase = np.angle(arc_spin(energy))
    coarse = np.linspace(scan_edges[0], scan_edges[1], 401)
    response = mean_vertical(phase, coarse, chi, 2*rabi_turns)
    guess = coarse[np.argmin(response)]
    fine = guess + np.linspace(-6e-4, 6e-4, 61)
    response = mean_vertical(phase, fine, chi, 6*rabi_turns)
    below = np.where(response < 0.5)[0]
    first, last = below[0], below[-1]
    assert first > 0 and last < len(fine) - 1
    left = np.interp(0.5, [response[first], response[first - 1]],
                     [fine[first], fine[first - 1]])
    right = np.interp(0.5, [response[last], response[last + 1]],
                      [fine[last], fine[last + 1]])
    return (left + right)/2, (right - left)/2, fine, response, phase


line, half_width, fine, response, phase = scan(beam_energy)
detuning = 2*np.pi*fine - abs(phase)
rabi_rate = np.sqrt(detuning**2 + (chi/2)**2)
argument = rabi_rate*6*rabi_turns
prediction = 1 - (chi/2/rabi_rate)**2*(1 - np.sin(argument)/argument)
assert np.max(np.abs(response - prediction)) < 0.01
assert abs(half_width/(chi/(4*np.pi)) - 1) < 0.05

candidates = sorted([(k + sign*line)*spacing
                     for k in range(1, 9) for sign in (-1, 1)])
allowed = [energy for energy in candidates if abs(energy - nominal) < prior]
assert len(allowed) == 1
recovered = allowed[0]
position = candidates.index(recovered)
assert abs(recovered - beam_energy) < 5e-3

line_high = scan(beam_energy + energy_step)[0]
assert line_high < line
assert abs((line - line_high)*spacing - energy_step) < 5e-3

# Static solenoid bias from the composed rotation and from its formula.
one_turn = (Rotation.from_rotvec([static_chi, 0, 0]) *
            Rotation.from_rotvec([0, 0, 2*np.pi*line]))
shifted_line = np.arccos(np.cos(np.pi*line)*np.cos(static_chi/2))/np.pi
assert abs(one_turn.magnitude()/(2*np.pi) - shifted_line) < 1e-11
bias_kev = -(shifted_line - line)*spacing*1000

gamma = recovered/rest_energy
beta = np.sqrt(1 - 1/gamma**2)
revolution_khz = beta*light_speed/circumference/1000
momentum_tm = beta*recovered*1e6/light_speed
solenoid_tm = chi*momentum_tm/(1 + anomaly)
relative_error = np.hypot(anomaly_error/anomaly, rest_error/rest_energy)

print(f"electron anomaly a = {anomaly:.11f} (dimensionless)")
print(f"electron rest energy = {rest_energy:.8f} MeV")
print(f"integer resonance spacing = {spacing:.4f} MeV")
print(f"relative uncertainty of spacing = {relative_error:.1e}")
for k, energy in enumerate(integer_energies, 1):
    print(f"covariant motion, resonance {k} = {energy:.3f} MeV")
print(f"varying-energy test: starting gamma = {start_gamma:.4f}")
print(f"varying-energy test: bend-weighted gamma = {mean_gamma:.4f}")
print(f"static solenoid spin angle = {static_chi:.3f} rad")
for offset, tracked, formula in zip(offsets, static_tracking, static_formula):
    print(f"tune offset {offset:.5f}: mean vertical spin tracked "
          f"{tracked:.3f}, formula {formula:.3f}")
print(f"static resonance half-width = {half_offset*spacing:.3f} MeV")
print(f"ring circumference = {circumference:.1f} m")
print(f"nominal energy = {nominal:.1f} MeV, prior range +/- {prior:.1f} MeV")
print(f"simulated beam energy = {beam_energy:.3f} MeV")
print(f"revolution frequency = {revolution_khz:.3f} kHz")
print(f"drive spin angle amplitude = {chi:.4f} rad")
print(f"drive solenoid integrated field amplitude = {solenoid_tm:.5f} T m")
print(f"scan range in q = {scan_edges[0]:.5f} to {scan_edges[1]:.5f}")
print(f"fine scan length = {6*rabi_turns} turns")
for i in range(10, 51, 10):
    print(f"scan q = {fine[i]:.6f}: mean vertical spin = {response[i]:.3f}")
print(f"line centre q = {line:.6f}")
print(f"line centre frequency = {line*revolution_khz:.3f} kHz")
print(f"line half-width in q, tracked = {half_width:.3e}")
print(f"line half-width in q, formula = {chi/(4*np.pi):.3e}")
print(f"line half-width in energy = {half_width*spacing*1000:.1f} keV")
print(f"candidate below = {candidates[position - 1]:.3f} MeV")
print(f"selected energy = {recovered:.3f} MeV")
print(f"candidate above = {candidates[position + 1]:.3f} MeV")
print(f"selected spin tune = {recovered/spacing:.6f}")
print(f"selected gamma = {gamma:.3f}")
print(f"recovered minus simulated energy = "
      f"{(recovered - beam_energy)*1000:.2f} keV")
print(f"energy step = {energy_step:.1f} MeV")
print(f"line centre after step q = {line_high:.6f}")
print(f"change of q after step = {line_high - line:.6f}")
print(f"energy bias from static solenoid = {bias_kev:.2f} keV")
print("success")
```

Running it gives:

```
electron anomaly a = 0.00115965218 (dimensionless)
electron rest energy = 0.51099895 MeV
integer resonance spacing = 440.6485 MeV
relative uncertainty of spacing = 3.5e-10
covariant motion, resonance 1 = 440.648 MeV
covariant motion, resonance 2 = 881.297 MeV
covariant motion, resonance 3 = 1321.945 MeV
varying-energy test: starting gamma = 2.5000
varying-energy test: bend-weighted gamma = 2.8989
static solenoid spin angle = 0.020 rad
tune offset 0.00000: mean vertical spin tracked 0.001, formula 0.000
tune offset 0.00318: mean vertical spin tracked 0.500, formula 0.500
tune offset 0.01000: mean vertical spin tracked 0.908, formula 0.908
tune offset 0.05000: mean vertical spin tracked 0.996, formula 0.996
tune offset 0.30000: mean vertical spin tracked 1.000, formula 1.000
static resonance half-width = 1.403 MeV
ring circumference = 240.0 m
nominal energy = 2500.0 MeV, prior range +/- 20.0 MeV
simulated beam energy = 2503.700 MeV
revolution frequency = 1249.135 kHz
drive spin angle amplitude = 0.0020 rad
drive solenoid integrated field amplitude = 0.01668 T m
scan range in q = 0.28116 to 0.37193
fine scan length = 37698 turns
scan q = 0.317747: mean vertical spin = 0.865
scan q = 0.317947: mean vertical spin = 0.608
scan q = 0.318147: mean vertical spin = -0.000
scan q = 0.318347: mean vertical spin = 0.607
scan q = 0.318547: mean vertical spin = 0.865
line centre q = 0.318147
line centre frequency = 397.408 kHz
line half-width in q, tracked = 1.593e-04
line half-width in q, formula = 1.592e-04
line half-width in energy = 70.2 keV
candidate below = 2343.433 MeV
selected energy = 2503.700 MeV
candidate above = 2784.082 MeV
selected spin tune = 5.681853
selected gamma = 4899.619
recovered minus simulated energy = -0.01 keV
energy step = 5.0 MeV
line centre after step q = 0.306800
change of q after step = -0.011347
energy bias from static solenoid = -4.51 keV
success
```
